# Angle-dependent transmission of Dirac electrons through a linear graphene p-n junction

**Question**

I am trying to compute how a graphene p-n junction transmits electrons at different angles of incidence. The potential rises linearly across the junction with slope $F$, and I have been asked to verify

$$T=\exp\left(-\frac{\pi\hbar v k_y^2}{F}\right),$$

with perfect transmission at normal incidence. Here $k_y$ is the wave number along the junction.

I can see where the exponent might come from: near the point where the energy crosses the Dirac point, the wave number across the junction becomes imaginary. But WKB needs well-separated turning points, and mine merge as $k_y\to0$, just where $T$ is supposed to become 1. Why should I believe the prefactor there? And a real junction has a ramp of finite length, so over what range of angles can I use the formula? I would like numbers for a realistic device, say 60 nm long with 0.1 eV of Fermi energy on each side.

**Answer**

Your worry about the turning points is justified: WKB gives the exponent but does not establish the prefactor at small $k_y$. For an unbounded linear potential the wave equation can be solved without WKB, and that settles the prefactor. The finite ramp then brings a separate correction from its two ends.

**The equation along the junction**

Take one valley, with no scattering into the other, and

$$H=v(\sigma_xp_x+\sigma_yp_y)+U(x).$$

The motion is ballistic and coherent, and the junction is straight, so $\psi(x,y)=e^{ik_yy}\psi(x)$ with $k_y$ conserved. Define $\varepsilon(x)=[E-U(x)]/\hbar v$, which is a wave number. Then $H\psi=E\psi$ reads

$$-i\sigma_x\psi'+k_y\sigma_y\psi=\varepsilon\psi .$$

Multiply from the left by $i\sigma_x$ and use $\sigma_x\sigma_y=i\sigma_z$:

$$\psi'=(i\varepsilon\sigma_x+k_y\sigma_z)\psi .$$

Now use the eigenstates of $\sigma_x$, with $u=(\psi_1+\psi_2)/\sqrt2$ and $w=(\psi_1-\psi_2)/\sqrt2$. In this basis $\sigma_x$ is diagonal and $\sigma_z$ exchanges the components:

$$u'=i\varepsilon u+k_yw,\qquad w'=-i\varepsilon w+k_yu .$$

The particle flux is $v\psi^\dagger\sigma_x\psi=v(|u|^2-|w|^2)$. It is conserved, because both $|u|^2$ and $|w|^2$ have the derivative $2k_y\,\mathrm{Re}(u^*w)$. Thus $u$ carries flux to the right and $w$ to the left.

**Normal incidence**

At $k_y=0$ the two equations decouple:

$$u(x)=u(x_0)\,e^{i\int_{x_0}^x\varepsilon\,dx'},\qquad w(x)=w(x_0)\,e^{-i\int_{x_0}^x\varepsilon\,dx'} .$$

If nothing comes in from the right, $w=0$ there, and hence $w=0$ everywhere. There is no reflected wave, and $T=1$. Linearity of $U$ was not used: any finite scalar potential that depends on $x$ alone changes only the phases.

As a numerical test I added the ripples $0.02\sin(0.9x)+0.01\cos(2.3x)$, in eV with $x$ in nm, to the 60 nm ramp treated below. The result was $T=1.0000000000$ at $k_y=0$, but $T=0.196$ at $k_y=0.05\ \mathrm{nm^{-1}}$. The second value is low mainly because of the oblique incidence, not the ripples: the same ramp without ripples gives 0.199 there, and your formula 0.212. The protection belongs to normal incidence.

**The semiclassical exponent**

Let $U=Fx$ with $F>0$, and measure $x$ from the point where $U=E$. With $s=F/\hbar v$ we have $\varepsilon=-sx$. The local dispersion relation $\varepsilon^2=k_x^2+k_y^2$ gives

$$k_x^2=s^2x^2-k_y^2 .$$

The electron travels in the conduction band on the left and in the valence band on the right. Between them, for $|x|<a=|k_y|/s$, the wave is evanescent with $\kappa=\sqrt{k_y^2-s^2x^2}$. Substituting $x=a\sin\alpha$,

$$2\int_{-a}^{a}\kappa\,dx=2|k_y|a\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi k_y^2}{s}=\frac{\pi\hbar vk_y^2}{F}.$$

One factor $|k_y|$ comes from the decay rate and the other from the width of the forbidden strip. This argument is sound when the exponent is large. What remains is to find the prefactor, including at small exponent.

**The prefactor without WKB**

Differentiate the equation for $u$:

$$u''=i\varepsilon'u+i\varepsilon u'+k_yw'.$$

From the first-order equations, $k_yw=u'-i\varepsilon u$, so

$$k_yw'=-i\varepsilon(u'-i\varepsilon u)+k_y^2u=-i\varepsilon u'-\varepsilon^2u+k_y^2u .$$

The terms in $u'$ cancel. With $\varepsilon'=-s$,

$$u''=(k_y^2-is-s^2x^2)\,u .$$

For large $|x|$ try $u\sim x^pe^{-isx^2/2}$. Then $u'=(p/x-isx)u$, and

$$u''=\left[-s^2x^2-2isp-is+O(x^{-2})\right]u .$$

Comparison gives $-2isp=k_y^2$, or $p=ik_y^2/(2s)$. This solution has the phase $\int\varepsilon\,dx$ of the right-moving wave. The other solution is $x^qe^{+isx^2/2}$. For it $2isq+is=k_y^2-is$, so $q=-1-ik_y^2/(2s)$. It is the small $u$ component that accompanies a left-moving wave, and it decays as $1/|x|$.

With no wave incoming from the right, the solution at large positive $x$ is purely of the first kind, $u\simeq Cx^pe^{-isx^2/2}$. To find the incident amplitude, follow it to negative $x$ along a large semicircle $x=\rho e^{i\varphi}$ in the lower half-plane, from $\varphi=0$ to $-\pi$. This is allowed because the equation has no singularity at finite $x$. On the semicircle

$$\left|e^{-isx^2/2}\right|=\exp\left(\tfrac12s\rho^2\sin2\varphi\right).$$

- For $-\pi/2<\varphi<0$ our term decays and the other would grow. The growing term is absent, so nothing hides the decaying one, and its coefficient stays $C$.
- For $-\pi<\varphi<-\pi/2$ our term is the dominant one. The other may be switched on beneath it, and this becomes the reflected wave, but the coefficient of the dominant term cannot change.

In the upper half-plane the order is reversed. Our term would first dominate and then be hidden, so its coefficient could not be followed this way.

At $\varphi=-\pi$ we have $x^p=|x|^pe^{-i\pi p}$. The factor $|x|^p$ has modulus 1 because $p$ is imaginary, while

$$\left|e^{-i\pi p}\right|=e^{\pi k_y^2/(2s)} .$$

The incident amplitude is larger than the transmitted one by this factor. Squaring the ratio,

$$T=\frac{|C|^2}{|C|^2e^{\pi k_y^2/s}}=\exp\left(-\frac{\pi\hbar vk_y^2}{F}\right).$$

The prefactor is one for every $k_y$, so the merging turning points do no harm here. The energy has dropped out because changing $E$ merely shifts the origin of $x$.

You can check the troublesome limit separately. To first order in $k_y$, put $u=e^{-isx^2/2}$ and $w=b\,e^{isx^2/2}$. The equation for $w$ becomes $b'=k_ye^{-isx^2}$. Since $b=0$ on the far right, the reflection probability is

$$R=k_y^2\left|\int_{-\infty}^{\infty}e^{-isx^2}dx\right|^2=\frac{\pi k_y^2}{s},$$

which is the first term of $1-e^{-\pi k_y^2/s}$.

**From $k_y$ to angle**

Now let the ramp have length $d$ and run from $-U_0$ to $U_0$, with the Fermi energy at the centre. Both leads have $k_F=U_0/\hbar v$, so $F=2\hbar vk_F/d$ and $s=2k_F/d$. With $k_y=k_F\sin\theta$,

$$T(\theta)\simeq\exp\left(-\frac{\pi}{2}k_Fd\,\sin^2\theta\right).$$

The sign $\simeq$ is needed because the slope jumps at the ends of the ramp, and these jumps reflect.

**What the ends do**

Where the wave propagates, write $|\varepsilon|=k_x\cosh\eta$ and $k_y=k_x\sinh\eta$, with $k_x>0$. On the left, where $\varepsilon>0$, the local modes with unit flux in the $(u,w)$ basis are

$$e_+=\left(\cosh\tfrac\eta2,\,-i\sinh\tfrac\eta2\right),\qquad e_-=\left(i\sinh\tfrac\eta2,\,\cosh\tfrac\eta2\right).$$

Differentiation gives $e_+'=-\tfrac i2\eta'e_-$ and $e_-'=\tfrac i2\eta'e_+$. For $\psi=Ae_++Be_-$ the backward amplitude therefore obeys

$$B'=-ik_xB+\tfrac i2\eta'A .$$

From $\tanh\eta=k_y/\varepsilon$ and $\varepsilon'=-s$ it follows that $\eta'=k_ys/k_x^2$ on the ramp, while $\eta'=0$ in the lead. To first order $A=e^{i\Phi}$ with $\Phi'=k_x$, and the reflected amplitude is the integral of $\tfrac12\eta'e^{2i\Phi}$, up to a phase. Integrating by parts, the jump of $\eta'$ contributes

$$r\simeq\frac{|\eta'|}{4k_x}=\frac{|k_y|s}{4k_x^3}=\frac{|\sin\theta|}{2k_Fd\cos^3\theta}.$$

The right end gives the same magnitude by symmetry. The next term of the integration by parts is smaller by the factor $3|\varepsilon|s/(2k_x^3)=3/(k_Fd\cos^3\theta)$, which must be small for this estimate to hold.

Each end reflection interferes with the strip's own reflection amplitude $\sqrt{1-T}$, and so changes $T$ by a relative amount of up to $2r\sqrt{1-T}$. For two ends the leading-order limit is $4r\sqrt{1-T}$. The error from the ends is thus small when $k_Fd\gg1$ and the angle is not close to grazing.

**An independent numerical solution**

Cut the ramp into short slices of constant potential. In a slice the matrix $M=i\varepsilon\sigma_x+k_y\sigma_z$ satisfies $M^2=\lambda^2$ with $\lambda^2=k_y^2-\varepsilon^2$, so a slice of width $h$ has the propagator

$$e^{Mh}=\cosh\lambda h+M\,\frac{\sinh\lambda h}{\lambda}.$$

Start with an outgoing wave on the right, multiply back to the left, and split the result into incident and reflected lead spinors. Neither the WKB exponent nor the continuation argument enters.

At fixed slope $F=3.333$ meV/nm and $k_y=0.04\ \mathrm{nm^{-1}}$, I lengthened the ramp until its ends lay at $\pm0.2$, $\pm0.4$ and $\pm0.8$ eV. The relative deviations from the formula were $-3.2\times10^{-3}$, $-3.8\times10^{-4}$ and $+6\times10^{-5}$. The corresponding limits $4r\sqrt{1-T}$ are $5.9\times10^{-3}$, $7.2\times10^{-4}$ and $9\times10^{-5}$. On the $\pm0.4$ eV ramp, moving the energy from 0 to 0.05 eV changed $T$ only from 0.3705 to 0.3704, as the energy independence requires.

**Your 60 nm junction**

With the rough value $v=10^6$ m/s, $\hbar v=0.6582$ eV nm. Then

$$k_F=\frac{0.1}{0.6582}=0.1519\ \mathrm{nm^{-1}},\qquad k_Fd=9.12,$$

$$F=\frac{0.2\ \mathrm{eV}}{60\ \mathrm{nm}}=3.33\ \mathrm{meV/nm},\qquad s=0.00506\ \mathrm{nm^{-2}}.$$

The slope corresponds to a field of 0.033 MV/cm. At $15^\circ$ the exponent is $\tfrac\pi2\times9.12\times0.0670=0.96$, so $T=0.383$, and the forbidden strip is $2k_y/s=15.5$ nm wide. The formula reaches $1/e$ at $15.3^\circ$.

| $\theta$ | $T$, finite ramp | $T$, formula | ratio |
|---|---|---|---|
| $0^\circ$ | 1.000 | 1.000 | 1.000 |
| $5^\circ$ | 0.892 | 0.897 | 0.995 |
| $10^\circ$ | 0.636 | 0.649 | 0.979 |
| $15^\circ$ | 0.366 | 0.383 | 0.956 |
| $20^\circ$ | 0.175 | 0.187 | 0.935 |
| $30^\circ$ | 0.0265 | 0.0279 | 0.949 |
| $45^\circ$ | 0.00100 | 0.00078 | 1.282 |

In steps of one degree up to $30^\circ$, the formula is at most 8% too high, with the largest error near $24^\circ$. Beyond $30^\circ$ the error shrinks, changes sign between $33^\circ$ and $36^\circ$, and passes 8% again by $39^\circ$, where $T$ is below 0.01. If 8% is acceptable, the working range for this junction is thus about $36^\circ$. At $15^\circ$ the end estimate is $r=0.016$, which permits a relative change of about 5%; the solution shows 4.4%. At $45^\circ$ the neglected next term has the relative size $3/(9.12\times0.354)=0.93$. The estimate of $r$ is no longer reliable there, and the formula is 22% below the finite-ramp result. Few electrons pass at such angles, so this hardly affects the current.

**The conductance**

For a junction of width $W$ the allowed $k_y$ are spaced by $2\pi/W$. Spin and valley give a factor 4. At small bias and zero temperature, with $k_F\gg\sqrt s$ so that the limits of the integral may go to infinity,

$$\frac GW=\frac{4e^2}{h}\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\,e^{-\pi k_y^2/s}=\frac{4e^2}{h}\frac{\sqrt s}{2\pi}.$$

If every angle had $T=1$, $\sqrt s$ would be replaced by $2k_F$, giving 7.49 mS/µm. The junction passes the fraction $\sqrt s/(2k_F)=0.0712/0.3038=0.234$ of this, or **1.76 mS/µm**. The finite ramp gives 1.72 mS/µm, 2% less.

**How far a real device departs from this**

These parameters are in the range of gate-defined junctions in encapsulated graphene: a carrier density of $7.3\times10^{11}\ \mathrm{cm^{-2}}$ in each lead and a ramp of some tens of nanometres. As long as the electrons are massless, the assumption that matters most among those I could size is the linear potential. Graphene screens poorly where its density vanishes, so the potential must be found together with the charge. Suppose instead that the *density* varies linearly over the same 60 nm, with the same leads, and that the local relation between density and Fermi wave number holds everywhere. Then $U\propto\mathrm{sign}(x)\sqrt{|x|}$, which is much steeper at the centre. The wave equation with this profile gives 2.46 mS/µm, 43% above the linear ramp. This is a limiting estimate, since the local relation fails at the centre; a quantitative prediction needs a self-consistent potential.

The first three effects below are smaller for these numbers; disorder is judged only by comparing lengths:

- **Rounded ends.** A potential $U_0\tanh(Fx/U_0)$, with the same central slope, gives 1.73 mS/µm.
- **Temperature.** Averaging the finite-ramp result over the thermal distribution at 300 K, with the potential held at $\pm0.1$ eV, gives 1.70 mS/µm, 1% below its zero-temperature value. If the gates fix the lead density instead, the chemical potential drops to 0.089 eV at 300 K, and a 60 nm ramp between these values gives 1.59 mS/µm, 7% below.
- **Trigonal warping.** I put nearest-neighbour lattice bands into the semiclassical action, with a bond length of 0.142 nm and transport along a bond. At $15^\circ$ the two valleys have $T=0.386$ and 0.381, against 0.383 for the Dirac cone.
- **Disorder.** For a rough mobility $\mu=50\,000\ \mathrm{cm^2/Vs}$ the mean free path in the leads is $\hbar k_F\mu/e=500$ nm, so $d$ is 12% of it. This makes ballistic motion plausible here, but not at a mobility ten times lower. The comparison uses the density in the leads; near the centre, where the density vanishes, charge inhomogeneity can matter more, and its effect on the conductance is not included.

A substrate that makes the two sublattices unequal is different in kind, because it removes the perfect transmission. Adding $m\sigma_z$ to $H$ changes the equation to

$$\psi'=\left(i\varepsilon\sigma_x+k_y\sigma_z-\frac{m}{\hbar v}\sigma_y\right)\psi .$$

A spin rotation about $\sigma_x$ combines the last two terms into $\sqrt{k_y^2+(m/\hbar v)^2}\,\sigma_z$ and leaves the first unchanged. The earlier result therefore applies with this larger effective $k_y$, and at normal incidence

$$T(0)=\exp\left(-\frac{\pi m^2}{\hbar vF}\right).$$

For $m=5$ meV, a full gap of 10 meV, this is 0.965. The slice solution, with the mass included and the same slope continued to $\pm0.4$ eV, also gives 0.965. A larger mass also matters for the conductance: with $m=20$ meV throughout, that of the 60 nm ramp falls by 45%. So a uniform mass spoils the perfect transmission you were asked to verify. A shift of $k_y$ inside the junction, for example from non-uniform strain, can spoil it too, because it couples $u$ and $w$ just as $k_y$ does. By contrast, the range of $k_y$ that passes is set by the slope of the potential across the forbidden strip. Dividing that range by $k_F$ gives the range of $\sin\theta$, so the angular width depends on the density in the leads as well. The remaining figures are in the numerical output below.

## Computed results

```
velocity v = 1.00e+06 m/s, hbar v = 0.6582 eV nm
potential from -0.10 to 0.10 eV over d = 60 nm
slope F = 3.333 meV/nm = 0.0333 MV/cm (as field)
kF = 0.1519 1/nm, kF d = 9.116
carrier density in each lead = 7.347e+11 cm^-2
s = F/(hbar v) = 0.005064 1/nm^2, sqrt(s) = 0.0712 1/nm
exponent at ky = 0.04 1/nm by quadrature = 0.99256
Weber solution, ky^2/s = 0.49: T = 0.2140, formula 0.2145
long ramps, ky = 0.04 1/nm: end energy, relative deviation, bound
  0.2 eV  -3.17e-03  5.88e-03
  0.4 eV  -3.80e-04  7.21e-04
  0.8 eV  +6.32e-05  8.97e-05
unipolar ramp reflection: solver 9.430e-06, slope jumps 9.553e-06
long ramp T at E = 0 and 0.05 eV: 0.37049, 0.37040
irregular profile: T(ky=0) = 1.0000000000, T(ky=0.05 1/nm) = 0.1958
angle (deg), ky (1/nm), T solver, T formula, ratio
     0  0.0000  1.000e+00  1.000e+00  1.000
     5  0.0132  8.920e-01  8.969e-01  0.995
    10  0.0264  6.355e-01  6.494e-01  0.979
    15  0.0393  3.664e-01  3.832e-01  0.956
    20  0.0520  1.752e-01  1.873e-01  0.935
    30  0.0760  2.645e-02  2.788e-02  0.949
    45  0.1074  9.965e-04  7.775e-04  1.282
largest shift of T on doubling the slices = 2.4e-07
angle where the formula gives 1/e = 15.32 deg
forbidden width at 15 deg = 15.53 nm
G/W formula = 1.7551 mS/um
G/W solver, long ramp (ends 0.4 eV) = 1.7549 mS/um
G/W solver, 60 nm ramp = 1.7212 mS/um
G/W if every angle had T = 1 = 7.4939 mS/um
G/W tanh profile, same central slope = 1.7319 mS/um
G/W limiting screened profile = 2.4584 mS/um
G/W 60 nm ramp at 300 K = 1.7047 mS/um, kT = 25.85 meV
warping at 15 deg: T in the valleys = 0.38577, 0.38064; Dirac 0.38321
half-gap 5 meV: normal T = 0.9648, formula 0.9648
mobility 50000 cm^2/Vs: mean free path = 500 nm, d/path = 0.120
```
